Degree of Rate Control: Sum Rule and Site Count for Intermediates

**1. A case that can be solved on one line**

Let a gas A adsorb on free sites, written *, and let the adsorbed molecule react to a gaseous product:

A + * ⇌ A*,  A* → P + *.

Suppose that adsorption stays in equilibrium and that the second step is irreversible. Measure free energies from gaseous A at its operating pressure and a bare site. Call the free energy of A* G_A and that of the transition state of the second step G_T. With β = 1/(k_B T) and ν = k_B T/(2πħ), transition-state theory gives

k = ν exp[−β(G_T − G_A)].

Adsorption equilibrium gives θ_A = θ_* exp(−βG_A), and the site balance θ_* + θ_A = 1 gives θ_* = 1/[1 + exp(−βG_A)]. The rate per site is

r = kθ_A = ν exp(−βG_T) exp(+βG_A) θ_* exp(−βG_A) = ν exp(−βG_T) θ_*.

The energy of A* has cancelled from the exponentials and survives only in θ_*. Now stabilise each state in turn:

∂ln r/∂(−βG_T) = 1,

∂ln r/∂(−βG_A) = −exp(−βG_A)/[1 + exp(−βG_A)] = −θ_A.

Lowering the transition state speeds the reaction. Lowering the intermediate at fixed transition state slows it, because A* then occupies sites that the reaction needs. If the slow step joins two molecules A*, its rate is r = ν exp(−βG_T) θ_*², with G_T now measured from two gas molecules and two bare sites. The derivative with respect to −βG_A becomes −2θ_A.

These derivatives are degrees of rate control. The questions are what replaces the 1 when several steps share control, and what replaces the site count 1 or 2.

**2. Definitions and assumptions**

Number the elementary steps by i. Campbell's degree of rate control of step i is

X_i = ∂ln r/∂ln k_i, with all equilibrium constants and all other rate constants fixed.

Keeping the equilibrium constant K_i = k_i⁺/k_i⁻ fixed means that the forward and reverse constants are multiplied by the same factor. Let G_i be the transition-state free energy, and G_i^L and G_i^R those of the left and right sides of the step, gases included. Then

k_i⁺ = ν exp[−β(G_i − G_i^L)],
k_i⁻ = ν exp[−β(G_i − G_i^R)].

Replacing G_i by G_i − ε/β multiplies both constants by exp(ε) and leaves K_i alone. Therefore

X_i = ∂ln r/∂(−βG_i).

For a surface species n with free energy G_n, define in the same way

X_n = ∂ln r/∂(−βG_n), with all transition states and all other species fixed.

In this derivative the barriers change: a step that starts from n gets a higher barrier when n is stabilised. Shifting G_n at fixed barriers would move transition states too, and would in general give a different quantity.

The assumptions are these.

(a) There is one kind of site, and the kinetics are mean field: one-way rates are rate constants times products of coverages.

(b) Free energies do not depend on coverage.

(c) Gas activities are fixed.

(d) r > 0 is a fixed linear combination of net step rates, such as the formation rate of one product.

(e) The steady state is nondegenerate: the steady-state equations, with one redundant equation replaced by the site balance, have an invertible Jacobian with respect to the coverages. The state then varies smoothly with the parameters, and all derivatives follow that branch.

Until section 6, each surface species occupies one site. The free site counts as a species, so there are N species with Σ_n θ_n = 1.

**3. The transition-state values sum to one**

Let q_ni and p_ni be the numbers of species n on the left and right of step i. The net rate of the step is

r_i = k_i⁺ Π_n θ_n^(q_ni) − k_i⁻ Π_n θ_n^(p_ni),

and the steady state satisfies

Σ_i (p_ni − q_ni) r_i = 0 for every n,  Σ_n θ_n = 1.

Multiply all forward and reverse constants by λ. At given coverages every r_i gains a factor λ, so each steady-state equation is multiplied by λ and is still satisfied. The site balance contains no rate constant. The old coverages therefore remain the steady state, and r becomes λr.

In logarithms, with ℓ = ln λ and all K_i fixed,

ln r(ln k_1 + ℓ, ln k_2 + ℓ, …) = ln r(ln k_1, ln k_2, …) + ℓ.

Differentiate with respect to ℓ at ℓ = 0. The chain rule on the left gives

Σ_i X_i = 1.

Multiplying all rate constants by λ only changes the unit of time, and a rate is an inverse time. The sum must include every step, also adsorption steps without an energy barrier; for these, G_i is defined by the rate constant. Nothing in the proof requires each X_i to be positive.

**4. Intermediate values are proportional to coverage**

Write x_n = −βG_n and introduce

u_n = θ_n exp(βG_n) = θ_n exp(−x_n).

This is the activity of species n. Let g_i^L be the gas contribution to G_i^L, so that G_i^L = g_i^L + Σ_n q_ni G_n. The forward rate becomes

k_i⁺ Π_n θ_n^(q_ni) = ν exp(−βG_i) exp(βg_i^L) Π_n [exp(βG_n) θ_n]^(q_ni).

The bracket is u_n. Treating the reverse rate alike,

r_i = t_i [a_i^L Π_n u_n^(q_ni) − a_i^R Π_n u_n^(p_ni)],

with t_i = ν exp(−βG_i), a_i^L = exp(βg_i^L) and a_i^R = exp(βg_i^R). Written in the u_n, the step rates contain no intermediate energy. These energies have moved into the site balance:

Σ_m u_m exp(x_m) = 1.

Each step conserves sites, so the N steady-state equations add up to zero and at most N − 1 are independent. By assumption (e) exactly N − 1 are, since the Jacobian would otherwise be singular. Linearised in du, they leave one free direction v:

du_m = v_m dη.

Now change x_n alone. The differential of the site balance is

Σ_m exp(x_m) v_m dη + u_n exp(x_n) dx_n = 0.

Since u_n exp(x_n) = θ_n, and with D = Σ_m exp(x_m) v_m,

dη = −(θ_n/D) dx_n.

D is not zero, again by (e): otherwise v would satisfy the linearised site balance as well, and the Jacobian would be singular. The rate changes by dr = B dη, where B = Σ_m (∂r/∂u_m) v_m. Hence

X_n = (1/r) dr/dx_n = −σθ_n,  σ = B/(rD).

Neither B nor D refers to the species n that was shifted. One number σ serves all species, including the free site and any spectator that only blocks sites.

**5. The site count**

To find σ, shift all surface species together, free site included: x_n → x_n + δ, that is, G_n → G_n − δ/β. Let s_i be the number of sites taking part in step i, free sites included:

s_i = Σ_n q_ni = Σ_n p_ni.

Both G_i^L and G_i^R fall by s_i δ/β while G_i stays. Both rate constants of step i are thus multiplied by exp(−s_i δ), which is the change that defines X_i, with ln k_i lowered by s_i δ. Equating the two descriptions of the same change to first order in δ,

Σ_n X_n = −Σ_i s_i X_i.

The left side is −σ Σ_n θ_n = −σ. Therefore

**X_n = −σθ_n,  σ = Σ_i s_i X_i.**

The site count is the number of sites per step, weighted by rate control. The weights sum to one, but σ need not be an integer, and since a weight can be negative, σ need not lie between the smallest and the largest s_i.

*One controlling step.* Let step c control the rate and let equilibrated steps connect every surface species to the gas. Then u_n = b_n u_*, where b_n is a product of powers of gas activities; dissociative adsorption of A2, for example, gives a square root. Put G_* = 0. The site balance gives u_* = 1/Σ_m b_m exp(x_m), with b_* = 1. Both sides of step c contain s_c surface species, so

r ∝ t_c u_*^(s_c) × (a factor set by the gas).

Differentiation gives X_c = 1 and X_n = −s_c θ_n, where θ_n = b_n exp(x_n)/Σ_m b_m exp(x_m) is the Langmuir coverage. This is the rule "minus coverage times the number of sites in the rate-determining step".

*Equal site counts.* If every step involves s sites, σ = sΣ_i X_i = s, however control is shared. In a cycle of one-site steps, X_n = −θ_n.

*Use with scaling relations.* Suppose that transition-state and intermediate energies all depend on a descriptor z, with gas and bare-site energies fixed. The chain rule gives

dln r/dz = −β[Σ_i X_i dG_i/dz + Σ_n X_n dG_n/dz].

Inserting X_n = −θ_n Σ_i s_i X_i,

dln r/dz = −β Σ_i X_i [dG_i/dz − s_i Σ_n θ_n dG_n/dz].

At a smooth maximum of the rate along z the sum vanishes. Each controlling transition state is then weighed against s_i times the mean shift per site.

**6. Species that cover several sites**

Let species n cover m_n sites, let y_n be its number per site, and let φ_n = m_n y_n be its site fraction. Keep the ideal rate law, with y_n in place of θ_n and one factor y_* for each free site. With u_n = y_n exp(−x_n), the site balance is Σ_j m_j u_j exp(x_j) = 1. A change of x_n now gives

Σ_j m_j exp(x_j) v_j dη + m_n y_n dx_n = 0.

So dη is proportional to −φ_n dx_n, and X_n = −κφ_n with a common κ. To find κ, shift each x_n by m_n δ. The energy of either side of step i falls by s_i δ/β, where s_i = Σ_n m_n q_ni now counts sites. As before,

Σ_n m_n X_n = −Σ_i s_i X_i,

κ = Σ_i s_i X_i / Σ_j m_j φ_j.

The denominator is 1 if all species cover one site and larger if any multi-site species is present.

**7. Worked example with shared control**

The model reaction A2 + 2B → 2AB has the steps

1: A2 + 2* ⇌ 2A*
2: B + * ⇌ B*
3: A* + B* ⇌ AB* + *
4: AB* ⇌ AB + *
5: C + * ⇌ C*

C is a spectator. Energies are round model parameters at 500 K, where k_B T = 0.043087 eV and ν = 1.0418 × 10¹³ s⁻¹. Reactant gases, C and bare sites have zero free energy; product AB has −0.60 eV. The intermediates A*, B*, AB* and C* lie at −0.10, −0.05, −0.10 and −0.02 eV. Transition states 1 to 5 lie at 0.92, 0.60, 0.90, 0.98 and 0.60 eV.

The steady state forms 19.22 molecules of AB per site and second. Finite differences give

X_1 = 0.00461, X_2 = 0.00001, X_3 = 0.55048, X_4 = 0.44490, X_5 = 0.00000,

with sum 1. The site counts are 2, 1, 2, 1, 1, so

σ = 2(0.00461) + 0.00001 + 2(0.55048) + 0.44490 = 1.5551.

With θ_A = 0.49025 the formula predicts X_A = −1.5551 × 0.49025 = −0.7624, which is the value found by shifting G_A directly. The spectator has θ_C = 0.10120 and X_C = −0.1574, although its own step has zero net rate and no rate control.

*A small X_i does not prove equilibrium.* Transition state 1 lies above transition state 3, yet X_1 is tiny. The activities are u_* = 0.06362 and u_A = 0.49025 exp(−0.10/0.043087) = 0.0481. The ratio of reverse to forward rate in step 1 is (u_A/u_*)² = 0.57, far from the equilibrium value 1.

The cause is site blocking. Let s = u_*, a = u_A/s and p = u_AB/s. Step 2 is nearly equilibrated, so u_B ≈ s, and step 5 has zero net rate, so u_C = s. Neglect readsorption of AB, whose activity factor is exp(−0.60/0.043087) ≈ 10⁻⁶. Equal rates of steps 3 and 4 require

t_3 s²(a − p) = t_4 s p, so p = fa with f = t_3 s/(t_4 + t_3 s).

The rate is r = t_4 s f a. Since dln f = (1 − f) dln s,

dln r = dln a + (2 − f) dln s.

The site balance gives dln s + θ_A dln a + θ_AB dln p = 0, with dln p = dln a + (1 − f) dln s. Hence

dln s/dln a = −(θ_A + θ_AB)/[1 + (1 − f)θ_AB].

With θ_AB = 0.14190, u_AB = 0.0139 and f = u_AB/u_A = 0.289, this is −0.574, and

dln r/dln a = 1 − 1.711 × 0.574 ≈ 0.02.

More A* supplies the reaction but removes free sites and B*, and the two effects nearly cancel here. To link this to X_1, use the balance of step 1, 2t_1 s²(1 − a²) = r. It gives dln t_1 = dln r − 2 dln s + [2a²/(1 − a²)] dln a ≈ (0.02 + 1.15 + 2.68) dln a ≈ 3.8 dln a. Hence X_1 ≈ 0.02/3.8 ≈ 0.005, in line with the finite difference: faster adsorption of A2 hardly changes the rate.

*Moving control to desorption.* In this mechanism steps 1 and 3 use two sites and the others one, so σ = 2 − X_2 − X_4 − X_5. As the desorption transition state rises from 0.80 to 1.00 and 1.20 eV, X_4 grows from 0.016 to 0.538 and 0.984, and σ falls from 1.984 to 1.462 and 1.016.

*Finite changes.* A stabilisation by 10 meV is 0.010/0.043087 = 0.2321 in units of k_B T. For transition state 3 the linear estimate of the rate ratio is exp(0.55048 × 0.2321) = 1.136; solving again gives 1.128. For A* the estimate is exp(−0.76238 × 0.2321) = 0.838, against 0.827. The logarithm of the true ratio divided by 0.2321 is the mean X along the change: 0.520 and −0.820. Rate control thus shifts noticeably within 10 meV, and X should not be extrapolated over large energy changes.

*A two-site intermediate.* Let B cover two sites and lie at −0.25 eV, other energies unchanged. Step 2 now takes two free sites and step 3 releases two, so the site counts are 2, 2, 3, 1, 1. Its site fraction is φ_B = 0.6131 and Σ_i s_i X_i = 2.976. All other species have m = 1, so Σ_j m_j φ_j = 1 + φ_B = 1.6131 and κ = 2.976/1.6131 = 1.845. This gives X_B = −1.131, as found numerically. The one-site formula would have given −1.825.

**8. Where the results fail**

*Gas composition that responds to the rate.* In a stirred flow reactor, faster reaction depletes the reactant. Suppose that only B is depleted, and let b be its activity relative to the inlet. The balance is b = 1 − τr, with τ fixed by the flow, and the conversion is c = 1 − b = τr. Scale all rate constants by λ, and let n_B = ∂ln r/∂ln b at fixed rate constants. Then

dln r = dln λ + n_B dln b.

From db = −τ dr = −c dln r and b = 1 − c,

dln b = −[c/(1 − c)] dln r.

Substitution gives

Σ_i X_i = dln r/dln λ = 1/[1 + n_B c/(1 − c)].

For the model of section 7 at c = 0.3831 and n_B = 0.6337, the second term in the denominator is 0.6337 × 0.6209 = 0.3935, and the sum is 0.718. It returns to 1 as c → 0. A sum below one in a reactor simulation can thus be a property of the reactor rather than a numerical error; for negative n_B and a positive denominator the sum exceeds one. The relation X_n = −θ_n Σ_i s_i X_i is not lost: the reactor balance adds one unknown and one equation that contains no x_n, so sections 4 and 5 carry over with all X taken in the reactor.

*Coverage-dependent energies.* The sum rule survives, because a common factor λ still multiplies every steady-state equation. The proof of X_n = −σθ_n does not carry over, because the factors t_i then depend on the coverages through G_i, and the factors exp(x_m) in the site balance depend on them through G_m. A shift of species n no longer enters only through the term θ_n dx_n.

*Several kinds of site.* Each kind has its own site balance and adds its own free direction, so a single σ is not guaranteed. For species that occupy one site, a shift of x_n still enters only as θ_n dx_n, in the balance of its own kind k, with θ_n the fraction of sites of that kind. Hence X_n = −σ_k θ_n, and shifting all species of kind k together gives σ_k = Σ_i s_ik X_i, where s_ik counts the sites of kind k in step i.

**9. Implementation**

1. Solve for the steady state, preferably in the variables ln θ_n, which keeps coverages positive. Replace one redundant steady-state equation by the site balance.

2. For X_i, multiply k_i⁺ and k_i⁻ by exp(±h), solve again from the old coverages, and take [ln r(+h) − ln r(−h)]/(2h).

3. For X_n, replace G_n by G_n ∓ h/β, keep every G_i, and rebuild all rate constants of steps in which n appears.

4. Evaluate r from a step far from equilibrium. In a nearly equilibrated step the net rate is a small difference of large numbers, and the finite difference magnifies the rounding error.

5. Check that Σ_i X_i = 1 and that −X_n/θ_n is the same for all species and equals Σ_i s_i X_i. If transition state i is moved by mistake by the same amount as intermediate n, the result is X_n + X_i instead of X_n; keeping a barrier fixed on a side of the step that holds two n moves the transition state twice as far and gives X_n + 2X_i. The first error changes −X_n/θ_n by −X_i/θ_n, so the second check reveals the mistake only if that ratio exceeds the numerical error. For a species of low coverage, even a small X_i can be enough.

The numerical check tests the sum rule and the relation for X_n against finite differences of numerically solved steady states. The cases include control by the surface reaction alone and by desorption alone, a one-site cycle with shared control, a two-site intermediate and sets of random energies. The program also tests the sum for the flow reactor, but not X_n in the reactor, the descriptor formula of section 5, coverage-dependent energies or several kinds of site.

Computed values

```
Temperature 500 K, kT = 0.043087 eV
Prefactor kT/(2 pi hbar) = 1.0418e+13 1/s
Free energy of gas AB = -0.60 eV
Step: G_TS (eV), sites s, net rate (1/s per site), X
  A2 adsorption: 0.92, 2, 9.6120, 0.00461
  B adsorption: 0.60, 1, 19.2239, 0.00001
  surface reaction: 0.90, 2, 19.2239, 0.55048
  AB desorption: 0.98, 1, 19.2239, 0.44490
  C adsorption: 0.60, 1, 0.0000, 0.00000
Sum of transition-state X = 1.00000000
AB formation rate = 19.2239 1/s per site
Species: G (eV), coverage, X, -X/coverage
  free: 0.00, 0.06362, -0.09894, 1.55509
  A: -0.10, 0.49025, -0.76238, 1.55509
  B: -0.05, 0.20303, -0.31573, 1.55509
  AB: -0.10, 0.14190, -0.22066, 1.55509
  C: -0.02, 0.10120, -0.15738, 1.55509
Weighted site count sum(s X) = 1.55509
Rate ratio after 10 meV stabilisation: predicted, actual
  surface-reaction TS: 1.13628, 1.12837
  intermediate A: 0.83783, 0.82679
Desorption G_TS (eV): X desorption, site count, rate (1/s)
  0.80: 0.01603, 1.98394, 36.6095
  0.90: 0.13508, 1.86490, 32.0300
  1.00: 0.53755, 1.46243, 15.3028
  1.10: 0.87769, 1.12231, 2.8181
  1.20: 0.98353, 1.01647, 0.3144
Single-step limits: X of the step, X_A, -s*theta_A (Langmuir)
  surface reaction: 0.99999, -1.27572, -1.27574
  AB desorption: 0.99974, -0.38960, -0.38945
One-site cycle, X of steps: 0.0738, 0.3518, 0.5744
  coverages free, A, B: 0.2831, 0.4206, 0.2964
  X of free, A, B: -0.2831, -0.4206, -0.2964
Two-site B: site fraction 0.61312, X_B -1.13131
  sum(s X) = 2.97646, actual -X/fraction = 1.84515
Flow reactor: conversion of B 0.38306, order in B 0.63367
  sum of transition-state X = 0.71765
```
